# Deal–Grove oxidation of silicon: from three fluxes to linear-parabolic growth, part 2

A flat, uniform oxide film of thickness $x$ grows on silicon in hot oxidant gas at constant temperature $T$ and gas pressure $p$. It starts from thickness $x_i$ at time $t=0$. The oxidant passes through the gas, diffuses across the oxide and reacts at the silicon, with the same flux $F$ (molecules per area and time, positive towards the silicon) at each stage:

$$F=\frac{C^*}{\dfrac1h+\dfrac xD+\dfrac1k},\qquad N\frac{dx}{dt}=F .$$

The terms $1/h$, $x/D$ and $1/k$ are the gas, oxide and reaction resistances. $D$ is the oxidant diffusivity in the oxide, and $k$ is the constant of the first-order reaction $F=k\,C_i$. $N$ is the number of oxidant molecules built into unit volume of oxide. The gas coefficient is $h=h_G/(Hk_BT)$, with $H$ Henry's constant and $k_B$ Boltzmann's constant; for pure oxygen, $h_G$ is only an assumed resistance. The dissolved concentration in equilibrium with the bulk gas concentration $C_G$ is $C^*=Hk_BT\,C_G$. The dissolved concentrations at the outer surface and at the silicon are $C_0$ and

$$C_i=\frac{C^*}{1+k/h+kx/D}.$$

The resulting Deal–Grove law is

$$x^2+Ax=B(t+\tau),\qquad \frac{dx}{dt}=\frac{B}{A+2x},\qquad \tau=\frac{x_i^2+Ax_i}{B},$$

with $A=2D(1/k+1/h)$ and $B=2DC^*/N$. Diffusion equals the other two resistances together at $x=A/2$. Measured thicknesses give $A$ and $B$ through the straight-line plot

$$x+x_i=B\,\frac{t}{x-x_i}-A .$$

Growing a thickness $dx$ consumes silicon of thickness $0.441\,dx$. Filling new oxide with dissolved oxidant takes a fraction $C_i/N$ of the reacting flux, which is negligible here.

The transient test listed in the numerical output solves time-dependent diffusion with a moving interface and compares the thickness with the law. It takes $h=2k$, lengths in units of $D/k$, an initial oxidant-free film of thickness $0.5$, and a growth time $10\,(N/C^*)\,D/k^2$.

Q: Take the thin film first.

A: Drop $x^2$:

$$x\approx\frac BA\,(t+\tau),\qquad \frac BA=\frac{2DC^*/N}{2D(1/k+1/h)}=\frac{C^*}{N(1/k+1/h)}.$$

The diffusivity has cancelled. The oxide is too thin to hinder the flow, so the rate does not depend on thickness and growth is linear in time.

Q: So thin films are limited by the interface reaction.

A: Only if $k\ll h$. Then $B/A\approx kC^*/N$. In the opposite case, $h\ll k$, the linear rate is

$$\frac BA\approx\frac{hC^*}{N}=\frac{h_GC_G}{N},$$

since $hC^*=\dfrac{h_G}{Hk_BT}\,Hk_BT\,C_G$. Growth is still linear in time, but the gas supply sets it and the reaction constant has disappeared. A straight line in time therefore does not by itself prove that the reaction is the slow step; one must compare $h$ with $k$. For the silicon wafer below the comparison is clear: $h=k$ would need $h_G\approx4\times10^{-6}\ \mathrm{cm/s}$, about a million times less than the value assumed there.

Q: How thin is thin? "Much less than" is not a number.

A: The error can be found without expanding anything. Divide the full law by $A$:

$$\frac BA(t+\tau)=x+\frac{x^2}{A}=x\left(1+\frac xA\right).$$

The left side is the linear estimate. It exceeds the thickness given by the full law by the fraction $x/A$. An accuracy of $1\,\%$ requires $x\le A/100$.

Q: And the thick film?

A: Now drop $Ax$:

$$x\approx\sqrt{B(t+\tau)} .$$

The constant $B$ contains neither $k$ nor $h$. The oxide is the dominant resistance, and each added layer makes the path longer, so growth slows down. From the earlier results, $C_i=C^*/(1+k/h+kx/D)$ tends to zero and $C_0$ tends to $C^*$. Nearly the whole concentration drop lies across the film.

Q: Is its error as small for $x=100A$ as the linear one is for $x=A/100$?

A: It is half as large there, but it falls slowly. Write the full law as

$$B(t+\tau)=x^2\left(1+\frac Ax\right),\qquad \sqrt{B(t+\tau)}=x\sqrt{1+\frac Ax}\approx x\left(1+\frac{A}{2x}\right).$$

The relative excess is about $A/(2x)$ for thick films. To bring it down to $1\,\%$ you need $x$ near $50A$.

Q: That looks useless in practice. Can it be improved?

A: Complete the square by adding $A^2/4$ to both sides of the law:

$$\left(x+\frac A2\right)^2=B(t+\tau)+\frac{A^2}{4}.$$

For a thick film the last term is small beside $B(t+\tau)$. Neglecting it leaves a shifted parabola,

$$x\approx\sqrt{B(t+\tau)}-\frac A2 .$$

To find its error, put $y=x+A/2$. Then $B(t+\tau)=y^2-A^2/4$, and

$$\sqrt{y^2-\frac{A^2}{4}}-y=\frac{-A^2/4}{\sqrt{y^2-A^2/4}+y}\approx-\frac{A^2}{8y}.$$

Relative to $x$, this falls as $A^2/(8x^2)$ for large $x$, one power faster than before. The errors relative to the full law, with growth times found by integrating $N/F$ numerically, are these:

| $x/A$ | linear | parabolic | shifted |
|---|---|---|---|
| 0.1 | 10 % | 232 % | −268 % |
| 0.5 | 50 % | 73 % | −27 % |
| 1 | 100 % | 41 % | −8.6 % |
| 10 | 1000 % | 4.9 % | −0.12 % |
| 50 | 5000 % | 1.0 % | −0.005 % |

In the first row the shifted formula gives a negative thickness. It belongs to thick films alone.

Q: People draw such data on logarithmic axes and read off a slope. What would they find between the limits?

A: The local slope against $t+\tau$ is

$$n=\frac{d\ln x}{d\ln(t+\tau)}=\frac{t+\tau}{x}\,\frac{dx}{dt}=\frac{B(t+\tau)}{x(A+2x)}=\frac{x^2+Ax}{x(A+2x)}=\frac{x+A}{2x+A}.$$

It falls smoothly from 1 to $1/2$ and equals $3/4$ at $x=A/2$. A fitted power of, say, $0.8$ over a short range needs no new mechanism; it may be the crossover. Plotting against $t$ instead of $t+\tau$ multiplies the slope by $t/(t+\tau)$, and so lowers it, when the wafer starts with oxide on it.

Q: Give me a wafer. I want to see which limit it obeys.

A: Take (100) silicon in dry oxygen at 1273 K and 760 Torr, with 25 nm of oxide already present. Rough typical parameters are $D=7\times10^{-9}\ \mathrm{cm^2/s}$, $k=5\times10^{-4}\ \mathrm{cm/s}$ and $C^*=5\times10^{16}\ \mathrm{cm^{-3}}$. For the gas I assume $h_G=5\ \mathrm{cm/s}$.

The bulk gas contains $C_G=5.765\times10^{18}$ molecules per $\mathrm{cm^3}$, so $Hk_BT=C^*/C_G=8.67\times10^{-3}$ and $h=5/(8.67\times10^{-3})\approx577\ \mathrm{cm/s}$. Then $k/h=8.7\times10^{-7}$, and the gas term in $A$ can be dropped:

$$A=\frac{2\times7\times10^{-9}}{5\times10^{-4}}\ \mathrm{cm}=2.8\times10^{-5}\ \mathrm{cm}=280\ \mathrm{nm}.$$

For the other constant, with $N=2.205\times10^{22}\ \mathrm{cm^{-3}}$,

$$B=\frac{2\times7\times10^{-9}\times5\times10^{16}}{2.205\times10^{22}}\ \mathrm{cm^2/s}=3.17\times10^{-14}\ \mathrm{cm^2/s}.$$

One $\mathrm{cm^2}$ is $10^{14}\ \mathrm{nm^2}$ and an hour has 3600 s, so $B=11\,428\ \mathrm{nm^2/h}$, or $0.0114\ \mathrm{\mu m^2/h}$. The linear rate constant is $B/A=40.8\ \mathrm{nm/h}$. I keep extra digits to make the arithmetic traceable; the inputs do not justify them.

Q: And after two hours?

A: The initial oxide gives

$$\tau=\frac{25^2+280\times25}{11\,428}\ \mathrm h=\frac{7625}{11\,428}\ \mathrm h=0.667\ \mathrm h .$$

Hence $B(t+\tau)=2\times11\,428+7625=30\,481\ \mathrm{nm^2}$, and

$$x=-140+\sqrt{140^2+30\,481}=-140+223.8=83.8\ \mathrm{nm}.$$

The film has gained 58.8 nm and consumed $0.441\times58.8\approx26$ nm of silicon.

Q: Which limit is that?

A: Neither. The linear estimate is $B(t+\tau)/A=30\,481/280=108.9$ nm, about $30\,\%$ too large, in agreement with $x/A=83.8/280$. The parabolic estimate is $\sqrt{30\,481}=174.6$ nm, about twice the thickness. The resistances show why. In $\mathrm{s/cm}$ they are

$$\frac1h=0.0017,\qquad \frac xD=1197,\qquad \frac1k=2000 .$$

Reaction still has the largest share, but diffusion is comparable. The flux is $5\times10^{16}/3197=1.56\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$, and the growth rate has fallen to $11\,428/(280+167.6)=25.5\ \mathrm{nm/h}$. At the silicon $C_i/C^*=2000/3197=0.63$.

Q: When would this wafer reach a proper limit?

A: The linear law is good to $1\,\%$ up to 2.8 nm. The plain parabola becomes that good at 13 930 nm, which would take about 17 300 hours, or two years. The shifted parabola reaches $1\,\%$ at 925 nm. For this wafer the useful range lies between the simple limits, and the full quadratic is the formula to use.

Q: Then let me plan with it. When do I have 100 nm?

A: Solve for the time:

$$t=\frac{100^2+280\times100}{11\,428}\ \mathrm h-0.667\ \mathrm h=2.66\ \mathrm h .$$

Longer runs show the slowing. The thickness is 56.6 nm after 1 h, 130.1 nm after 4 h and 318.3 nm after 16 h. Between the last two, four times the time gives about 2.4 times the thickness. The local exponent $n$, taken against $t+\tau$, drops from $0.76$ to $0.65$.

Q: Could I recover your constants from those thicknesses?

A: Use the straight-line plot with the points at 1 h and 16 h. The abscissas $t/(x-x_i)$ are $1/31.6=0.03165$ and $16/293.3=0.05455\ \mathrm{h/nm}$. The ordinates $x+x_i$ are 81.6 and 343.3 nm. The slope is $261.7/0.02290\approx11\,430\ \mathrm{nm^2/h}$, and the intercept is $81.6-11\,430\times0.03165\approx-280$ nm. These are $B$ and $-A$, as they should be for points computed from the law. Two real points would always fit a line, so a real check needs more of them. The fit is also sensitive to $x_i$: with the same thicknesses but $x_i$ read as 24 nm, these two times give $B\approx11\,050\ \mathrm{nm^2/h}$ and $A\approx258$ nm.

Q: Why did you start at 25 nm? A fresh wafer has only a native film.

A: Because the law fails for very thin films in dry oxygen. Real growth there is faster than $B/(A+2x)$. A common empirical description adds a rate that decays with thickness. Rough values for this case are

$$\left(\frac{dx}{dt}\right)_{\text{extra}}=200\,e^{-x/7\,\mathrm{nm}}\ \mathrm{nm/h}.$$

This describes the excess without explaining it. At 25 nm it is 5.6 nm/h beside 34.6 nm/h from the law, and it soon fades. Including it changes the thickness after two hours from 83.8 to 84.6 nm. The fitted constants shift more: the straight-line plot through 1 h and 16 h would then give $B\approx11\,000\ \mathrm{nm^2/h}$ and $A\approx255$ nm, low by about $4\,\%$ and $9\,\%$.

From a native film of 1.5 nm the story is different. The law alone needs 0.630 h to reach 25 nm; with the extra rate it takes 0.349 h. A prediction started from the native film would therefore lag by about 0.28 h on reaching 25 nm, and by slightly more later, because the extra rate has not quite vanished there. At the later rate of 25.5 nm/h, the 0.28 h alone correspond to roughly 7 nm of missing oxide. Starting the law at 25 nm removes most of that error.

Q: So for a gate oxide of a few nanometres I should not use it.

A: Not in dry oxygen with these constants. At 1.5 nm the extra rate is $200\,e^{-1.5/7}\approx160$ nm/h, while the law gives $11\,428/283\approx40$ nm/h. The linear limit would be accurate as an approximation to the full law, but the law itself would be wrong by a large factor. The region in which the algebra favours the linear formula is the region in which this real system departs from the model.

Q: How do the example's other numbers compare with a real furnace?

A: The constants lie in the usual range for dry oxidation near 1000 °C, and films of tens of nanometres to about a hundred are ordinary products of such a step. None of the inputs is meant to be far from typical, but they are rough, and the result is sensitive to some of them. With two hours and the initial 25 nm held fixed:

- A furnace 10 K hotter gives 90.5 nm instead of 83.8 nm, an increase of $8\,\%$. This uses rough activation energies of 1.2 eV for $B$ and 2.0 eV for $B/A$.
- On (111) silicon the reaction is faster. Raising $k$ by a rough factor of 1.7, with $D$ and $C^*$ unchanged, gives 103.1 nm, an increase of $23\,\%$.
- Removing the gas resistance altogether changes the thickness by about $3\times10^{-5}$ nm, so my doubtful $h_G$ for pure oxygen does no harm here.

Orientation and temperature matter far more than the gas layer or the little oxidant needed to fill new oxide.

Q: One last doubt. You assumed a first-order reaction. What if the rate goes as some other power of $C_i$?

A: Suppose $F=k_qC_i^{\,q}$ with $q>0$, and let gas transfer be fast. For a very thin film $C_i\approx C^*$, so the rate is the constant $k_qC^{*q}/N$. Growth is still linear in time, but its pressure dependence changes from $p$ to $p^q$. For a very thick film the flux is small, which forces $C_i$ towards zero. Then $F\approx DC^*/x$ and $x^2\approx Bt$ as before, with the same $B$.

Both limiting time laws survive. What is lost is the simple sum of resistances, and with it the quadratic that joins the limits. A good straight line at one pressure is therefore weaker evidence for first order than a series of runs at several pressures. In the first-order model $C^*$ is proportional to $p$. If the gas resistance is negligible, $B$ and $B/A$ should therefore both rise in proportion to pressure at fixed temperature, while $A$ stays the same. Real dry oxidation departs from this: the measured $B/A$ rises more slowly, roughly as $p^{0.7}$ to $p^{0.8}$. The values of $B/A$ and $A$ used here belong to 760 Torr and should not be carried to other pressures by the first-order rule.

Q: Then I accept the formula, for flat films, constant conditions and a starting thickness beyond the fast initial stage.

A: Those are the right conditions. The numerical output below lists the values for this wafer.

## Calculated quantities

```
T = 1273 K, p = 760 Torr
D = 7.0e-09 cm2/s, k = 5.0e-04 cm/s, hG = 5.0 cm/s
C* = 5.0e+16 cm-3, gas C_G = 5.765e+18 cm-3
oxide density 2.2 g/cm3, molar mass 60.08 g/mol
N = 2.205e+22 cm-3, Si atoms = 4.995e+22 cm-3
solubility ratio H kB T = 8.673e-03, h = 576.5 cm/s
k/h = 8.67e-07, C*/N = 2.27e-06
A = 280.0 nm, A/2 = 140.0 nm
B = 11428 nm2/h = 0.01143 um2/h
B/A = 40.81 nm/h
initial oxide = 25 nm, tau = 0.667 h
t = 1 h: x = 56.6 nm, exponent 0.856
t = 2 h: x = 83.8 nm, exponent 0.813
t = 4 h: x = 130.1 nm, exponent 0.759
t = 16 h: x = 318.3 nm, exponent 0.653
time to 100 nm = 2.66 h
2 h resistances, s/cm: gas 1.73e-03, oxide 1197, reaction 2000
2 h: flux = 1.564e+13 cm-2 s-1, rate = 25.53 nm/h
2 h: C0/C* = 0.999999, Ci/C* = 0.6256
2 h: linear limit 108.9 nm, parabolic limit 174.6 nm
Si consumed per oxide thickness = 0.441
Si consumed in 2 h = 26.0 nm
x/A: errors of linear, parabolic, shifted parabola; exponent
0.01: 1.00 %, 904.99 %, -4095.012 %; 0.9902
0.1: 10.00 %, 231.66 %, -268.338 %; 0.9167
0.5: 50.00 %, 73.21 %, -26.795 %; 0.7500
1: 100.00 %, 41.42 %, -8.579 %; 0.6667
10: 1000.00 %, 4.88 %, -0.119 %; 0.5238
50: 5000.00 %, 1.00 %, -0.005 %; 0.5050
linear limit good to 1 % up to x = 2.80 nm
parabolic limit good to 1 % from x = 13930 nm
shifted parabola good to 1 % from x = 925 nm
time to reach that parabolic range = 17322 h
transient test, scaled law x = 3.39898 (length D/k)
C*/N = 0.02: deviation -0.4112 %
C*/N = 0.01: deviation -0.2064 %
gas resistance lowers x(2 h) by 3.2e-05 nm
fast growth: extra 200 nm/h at x = 0, decay 7 nm
extra rate at 25 nm = 5.62 nm/h, law 34.63 nm/h
x(2 h) with fast growth = 84.6 nm
1.5 to 25 nm: law 0.630 h, with fast growth 0.349 h
activation energies: B 1.2 eV, B/A 2.0 eV
x(2 h) at 10 K higher = 90.5 nm
x(2 h) on (111), k times 1.7 = 103.1 nm
```
